# The electron slab in a wide, remotely doped parabolic well

## The problem

A semiconductor well is graded so that its conduction-band edge, measured as electron energy, is

$$V_b(z)=\tfrac12 Kz^2,\qquad |z|<W/2 .$$

Two thin donor sheets lie outside the well, one on each side. Each gives up $N_s/2$ electrons per unit area, and all $N_s$ electrons collect in the well. The structure is uniform in the $x$ and $y$ directions.

(a) What density does the electron gas take in the interior of a wide filled region, and how wide is that region?

(b) How thick are its edges, and when does the answer to (a) fail?

(c) Does the answer survive when the electrons occupy only a few quantized subbands?

The electrons are treated in the Hartree approximation: each moves in the band edge plus the average electrostatic potential of all charges. The effective mass $m$ and relative permittivity $\kappa$ are constant, the temperature is zero, and both spins are equally occupied. The parabola is taken to continue until the electron density is negligible.

The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, so that the permittivity is $\varepsilon=\kappa/4\pi$. The symbol $V$ always means electron potential energy.

The numerical case has $W=300$ nm, $V_b(W/2)=0.15$ eV, $\kappa=12.9$, $m=0.067$, $N_s=2.0\times10^{11}$ cm$^{-2}$ and donors 20 nm beyond the well. These are rough typical values for a GaAs/AlGaAs parabolic well.

## A first estimate by scaling

Let the electrons spread over a width $w$. The parabola costs an energy of order $Kw^2$ per electron and pulls the electrons together. Their repulsion changes the energy by an amount of order $N_sw/\varepsilon$ and pushes them apart. The two balance when

$$Kw^2\sim \frac{N_sw}{\varepsilon}\quad\Rightarrow\quad w\sim\frac{N_s}{\varepsilon K},\qquad n\sim\frac{N_s}{w}\sim\varepsilon K .$$

The typical density does not depend on $N_s$: more electrons make the region wider, not denser. Scaling gives neither the prefactor nor the shape of the profile.

Kinetic energy enters through the Fermi energy $E_F=k_F^2/2m$, with $k_F=(3\pi^2n)^{1/3}$. An electron with this energy climbs the parabolic potential outside the filled region over a distance

$$\ell\sim\sqrt{E_F/K}.$$

Quantum mechanics adds a second length. Making the density fall within a distance $b$ costs a kinetic energy of order $1/mb^2$ per electron, while the parabolic potential outside rises by about $Kb^2$ over the same distance. The two balance at

$$b\sim(mK)^{-1/4}.$$

The estimate therefore needs $w$ to be large compared with both $\ell$ and $b$.

## The solution

### Gauss's law fixes the interior density

An electron sheet of areal density $\sigma$ at $z'$ gives another electron the energy $-\sigma|z-z'|/2\varepsilon$, which falls with distance because the force is repulsive. A donor sheet gives the opposite sign. Let $N_L$ and $N_R$ be the donor densities on the left and right, with $N_L+N_R=N_s$, and let $Q(z)$ be the electron charge per area to the left of $z$. Between the donor sheets,

$$V'=Kz+\frac{N_L-N_R}{2\varepsilon}-\frac{Q-(N_s-Q)}{2\varepsilon}
=Kz+\frac{N_L-Q(z)}{\varepsilon}. \tag{1}$$

The last form follows from $N_L-N_R+N_s=2N_L$. Since $Q'=n$, a further derivative gives

$$V''=K-\frac{n}{\varepsilon}=\frac{n_0-n}{\varepsilon},\qquad n_0=\varepsilon K . \tag{2}$$

With the charge restored, $n_0=\varepsilon K/e^2$. A region of constant potential has density $n_0$. The parabola acts on the electrons like a uniform positive background of this density. A slab that holds all the electrons has width

$$w=N_s/n_0 .$$

### Why the electrons choose the slab

Equation (2) does not by itself say that the potential is flat. The electrostatic energy does. For equal donor sheets the donor potential is constant between them and can be dropped, leaving

$$\mathcal W[n]=\int\tfrac12Kz^2n\,dz-\frac1{4\varepsilon}\iint n(z)n(z')|z-z'|\,dz\,dz' .$$

Write $n=n_s+\delta$, where $n_s$ equals $n_0$ for $|z|<w/2$ and zero elsewhere, and $\int\delta\,dz=0$. Expanding,

$$\mathcal W[n]=\mathcal W[n_s]+\int\delta\,V_s\,dz+\frac12\int\delta\,\delta V\,dz,$$

where $V_s$ is the total potential of the slab and $\delta V=-\frac1{2\varepsilon}\int\delta(z')|z-z'|dz'$.

By (1), $V_s$ is constant inside the slab and rises outside it by $V_{\rm out}=\frac12K(|z|-w/2)^2$. The constant drops out because $\delta$ has no net charge. Since $n_s$ vanishes wherever $V_{\rm out}$ does not, the linear term is $\int nV_{\rm out}dz$.

In the quadratic term, $\delta=-\varepsilon\,\delta V''$. Integration by parts leaves no boundary term, because $\delta V'$ vanishes outside a neutral charge distribution. Hence

$$\mathcal W[n]=\mathcal W[n_s]+\int nV_{\rm out}\,dz+\frac{\varepsilon}{2}\int(\delta V')^2dz . \tag{3}$$

Both added terms are non-negative, and the last vanishes only for $\delta=0$. The uniform slab is therefore the unique electrostatic minimum.

For a profile of fixed shape, the excess in (3) per electron grows as $Kw^2$. The kinetic energy per electron in a uniform gas, $\frac35E_F$, does not grow with $w$ at fixed $K$. In a wide enough slab electrostatics decides the shape, and kinetic energy can alter the edges.

### The edges in the Thomas–Fermi approximation

Treat the gas locally as a uniform Fermi gas. With $u=\mu-V$, where $\mu$ is the chemical potential, and with $E_F$ from now on the Fermi energy at density $n_0$,

$$n=n_0\left(\frac{u}{E_F}\right)^{3/2},\qquad
u''=-V''=-K\left[1-\left(\frac{u}{E_F}\right)^{3/2}\right]. \tag{4}$$

Near the flat interior put $u=E_F(1-\eta)$ with small $\eta$. Since $(1-\eta)^{3/2}\simeq1-\frac32\eta$,

$$\eta''=\frac{3K}{2E_F}\,\eta,\qquad \lambda=\sqrt{\frac{2E_F}{3K}} . \tag{5}$$

In this approximation the disturbance from an edge decays into the slab as $e^{-x/\lambda}$, where $x$ is the distance from the edge. The quantized gas treated below also has weak density ripples, which reach much farther into the slab than $\lambda$.

The position of the edge follows from a first integral. Multiply (4) by $u'$ and integrate:

$$\tfrac12u'^2=-Ku+\frac{2K}{5}\frac{u^{5/2}}{E_F^{3/2}}+c .$$

In a wide slab $u=E_F$ and $u'=0$ at the centre, up to exponentially small terms, so $c=KE_F-\frac25KE_F=\frac35KE_F$. At the edge $u=0$, and therefore $u'^2=\frac65KE_F$.

To the right of all electrons, (1) with $N_L=N_s/2$ and $Q=N_s$ gives $V'=Kz-N_s/2\varepsilon=K(z-w/2)$. The slope is continuous, so the edge lies at

$$z_e=\frac w2+d,\qquad d=\sqrt{\frac{6E_F}{5K}} . \tag{6}$$

The local approximation needs a density that varies slowly over $1/k_F$, that is $k_F\lambda\gg1$. When $k_F\lambda$ is of order one, (5) and (6) give the scale of the edge but not its detailed shape. When $k_F\lambda\ll1$ they do not give even the scale, because the edge thickness is then set by the quantum length $b\sim(mK)^{-1/4}$, which is much longer than $\lambda$ and $d$. The well must also be wide enough to hold the edges, $w+2d<W$.

### Subbands and an exact force balance

In the Hartree calculation the motion along $z$ is quantized:

$$-\frac{1}{2m}\varphi_i''+V\varphi_i=E_i\varphi_i,\qquad
n=\sum_iN_i\varphi_i^2,\qquad N_i=\frac m\pi(\mu-E_i)\ \text{ for }E_i<\mu . \tag{7}$$

The population $N_i$ is that of a two-dimensional gas. A filled disc of in-plane radius $k$ holds $2\pi k^2/(2\pi)^2=k^2/2\pi$ electrons per area, with $k^2=2m(\mu-E_i)$. Equations (1) and (7) are solved repeatedly until the potential that enters (7) is the one its density produces.

These equations obey a relation that needs no Thomas–Fermi approximation. Define the momentum flux along $z$,

$$\Pi=\sum_iN_i\left[\frac{\varphi_i'^2}{2m}+(E_i-V)\varphi_i^2\right].$$

The derivative of the first term is $\varphi_i'\varphi_i''/m=2(V-E_i)\varphi_i\varphi_i'$. That of the second is $2(E_i-V)\varphi_i\varphi_i'-V'\varphi_i^2$. The products $\varphi_i\varphi_i'$ cancel, leaving $\Pi'=-nV'$. Inserting $n=n_0-\varepsilon V''$ from (2) and integrating,

$$\Pi+n_0V-\tfrac12\varepsilon V'^2=\text{constant}. \tag{8}$$

At the centre of a symmetric well $V'=0$. Far outside the electrons $\Pi=0$ and $V=C+\frac12K(|z|-w/2)^2$. There $\frac12\varepsilon V'^2=\frac12n_0K(|z|-w/2)^2$ cancels the quadratic part of $n_0V$, and the constant is $n_0C$. Therefore

$$\Pi(0)=n_0\,[C-V(0)] . \tag{9}$$

This holds at any filling in the Hartree model. In a wide slab $\Pi(0)$ is the pressure of a uniform Fermi gas, two thirds of its kinetic energy density: $\frac23\cdot\frac35n_0E_F=\frac25n_0E_F$. The vertex of the outer parabola then lies $\frac25E_F$ above the floor.

## Numbers for the example

The curvature is $K=8(0.15\ \text{eV})/(300\ \text{nm})^2=1.333\times10^{-5}$ eV/nm$^2$, or $1.372\times10^{-9}$ atomic units. Then

$$n_0=\frac{\kappa K}{4\pi}=\frac{12.9\times1.372\times10^{-9}}{12.566}=1.409\times10^{-9}\ \text{bohr}^{-3}=9.51\times10^{15}\ \text{cm}^{-3},$$

$$w=\frac{2.0\times10^{11}\ \text{cm}^{-2}}{9.505\times10^{15}\ \text{cm}^{-3}}=2.104\times10^{-5}\ \text{cm}=210\ \text{nm}.$$

At this density $k_F=0.0655$ nm$^{-1}$ and $E_F=0.00244$ eV. The edge lengths are

$$d=\sqrt{\frac{1.2\times0.00244}{1.333\times10^{-5}}}\ \text{nm}=14.8\ \text{nm},\qquad \lambda=11.0\ \text{nm}.$$

The slab fits, since $w+2d=240$ nm is less than 300 nm. However, $k_F\lambda=0.72$ is not large, so the Thomas–Fermi edge shape is not reliable here. The Hartree solution is needed.

In that solution the parabola continues to the donor planes, where the wave functions are set to zero. Five subbands are occupied. Their bottoms lie 0.00011, 0.00040, 0.00087, 0.00148 and 0.00223 eV above $V(0)$, and $\mu-V(0)=0.00245$ eV. Their populations are 6.5, 5.7, 4.4, 2.7 and 0.6 in units of $10^{10}$ cm$^{-2}$.

## Comparing the estimate with the solution

Scaling gave $n\sim\varepsilon K$. The solution adds the prefactor, which is one, and the flat profile. In the central half of the slab, $|z|<w/4$, the Hartree density averages $0.9995\,n_0$, with an rms departure from $n_0$ of 0.9%. It falls to $n_0/2$ at $|z|=104.8$ nm, beside $w/2=105.2$ nm.

The average is closer to $n_0$ than the local density is, and Gauss's law shows why. Integrating (2) from $-a$ to $a$ in a symmetric well gives

$$\frac{1}{2a}\int_{-a}^{a}n\,dz=n_0\left[1-\frac{V'(a)}{Ka}\right].$$

Only the slope at the ends of the interval enters, so ripples inside it largely average out.

For the edge, scaling gave $\sqrt{E_F/K}=13.5$ nm. The Thomas–Fermi lengths $\lambda$ and $d$ are 0.82 and 1.10 times this value.

Relation (9) is satisfied by the five-subband solution: $\Pi(0)/n_0$ and $C-V(0)$, found separately from the wave functions and the potential, are both 0.00099 eV. The wide-slab value $\frac25E_F$ is 0.00098 eV.

### Wider slabs

To test the wide limit, $N_s$ is doubled and quadrupled at fixed $K$, $\kappa$ and $m$. These slabs would not fit in the 300 nm well, so the parabola is extended and the donors are moved outward. The misfit is $\int|n-n_s|dz/N_s$, the integrated departure from a sharp slab relative to all the charge.

| $w$ (nm) | subbands | rms ripple | misfit |
|---:|---:|---:|---:|
| 210 | 5 | 0.9% | 0.095 |
| 421 | 9 | 0.3% | 0.048 |
| 842 | 18 | 0.07% | 0.024 |

The grid sum averages the sharp slab edge over one cell and so understates the misfit slightly; the converged values are 0.095, 0.049 and 0.025. The misfit times $w$ stays between 20 and 21 nm. The ripple falls with $w$ only on average: it also depends on how full the highest subband is. At 0.25 to 0.85 of the original filling, with two to four subbands, the central average stays within about 1.5% of $n_0$ while the rms ripple moves irregularly between about 1% and 5%. The departure is thus an edge effect of nearly fixed size, and its share of the charge falls as $1/w$.

The subband count follows from the flat floor. Standing waves in a length $L$ have wave numbers spaced by about $\pi/L$, and those below $k_F$ are occupied, so each added $\pi/k_F=48$ nm brings about one more subband. From the narrowest slab to the widest this predicts 13.2 more; the calculation gives 13. In the widest slab $C-V(0)$ agrees with $\frac25E_F=0.000977$ eV to about 0.1%; the last digit is not converged on the 1 nm grid, and the converged value is 0.000978 eV.

### A nearly empty well

With one tenth of the original filling, $w=21$ nm is smaller than $2d=30$ nm, and no interior is left between the edges. One subband is occupied, and the peak density is only $0.60\,n_0$.

For still fewer electrons their repulsion becomes negligible. The wave function tends to the oscillator ground state of frequency $\omega=\sqrt{K/m}$, whose peak density is $N_s\sqrt{m\omega/\pi}$. The density is then proportional to the filling, the opposite of the wide-slab rule.

### Unequal donors

If the sheets are unequal, (1) adds a potential $Fz$ with $F=(N_L-N_R)/2\varepsilon$. Completing the square,

$$\tfrac12Kz^2+Fz=\tfrac12K\left(z+\frac FK\right)^2-\frac{F^2}{2K} .$$

The parabola keeps its curvature and moves by $-F/K=-(N_L-N_R)/2n_0$. The whole Hartree solution moves with it, without change of shape, as long as it stays within the parabolic region. For a 55:45 division the shift is $-0.10\times210.4/2=-10.5$ nm, and the Hartree calculation gives the same value. The displaced slab and its edge reach $105+11+15=131$ nm, still inside the well.

## The model beside a real well

In a graded GaAs/AlGaAs well the aluminium content that shapes the band edge also lowers the permittivity. Gauss's law then reads $(\varepsilon V')'=(\varepsilon V_b')'-n$, and the density that keeps $V$ flat is

$$n(z)=(\varepsilon V_b')'=K(\varepsilon+z\varepsilon') .$$

If $\varepsilon$ falls quadratically from the centre, the density falls three times as fast, because $z\varepsilon'$ contributes twice the drop in $\varepsilon$. Take as rough values a drop in $\kappa$ of 2.8 and a band-edge rise of 0.8 eV per unit aluminium fraction. The neutral density at $|z|=w/2$ is then $0.94\,n_0$, a 6% reduction. In a Hartree calculation with this permittivity the central-half average is $0.994\,n_0$. Of the low-temperature corrections computed here, this one changes the mean density most. A growth error in the local band curvature would enter in the same way: at constant $\varepsilon$ the density follows $\varepsilon V_b''$ wherever the curvature varies slowly over the edge length.

Exchange and correlation, a temperature of 4.2 K and a uniformly heavier mass each leave the central average within 0.2% of $n_0$. Exchange and correlation in the local density approximation double the rms ripple, to 1.8%. A temperature of 4.2 K reduces it to 0.3%. Using the heavier slab-edge mass, 0.075, throughout the well leaves it at 0.9%. A uniform mass does not show the effect of grading, however. In the real well the mass rises with the aluminium content, $m(z)\simeq m(1+\alpha z^2)$ with $\alpha\approx1.0\times10^{-5}$ nm$^{-2}$, so the local Fermi energy falls away from the centre and the floor curves by $V''\simeq2\alpha E_F$. By (2) the density is then lower by $2\alpha E_F/K\approx0.4\%$, comparable to the permittivity effect; the two together bring the central-half average to about $0.99\,n_0$. At 77 K, $k_BT$ is 2.7 times $E_F$, and the zero-temperature edge formulas no longer apply; scaling with $k_BT$ in place of $E_F$ gives a decay length of about 22 nm, and the full fall of the density spreads over several times that distance. The edges then reach into the central half of this slab, which is less flat than at low temperature, and the density at $|z|=W/2$ is still about $0.05\,n_0$, so the end of the parabola begins to matter.

The sheet density was imposed, not derived from donor energies. With a 0.25 eV barrier beyond the well, the band edge at the donor planes lies 0.084 eV above the Fermi level, so no free electrons collect there. Donors bound more deeply than this would keep some of their electrons, which reduces $N_s$ and hence $w$, while $n_0$ is unchanged. The random potential of individual donors and alloy atoms is left out, as is spin polarization. The numerical output below gives the values behind these comparisons.

## Calculated quantities

```
well width 300 nm, edge height 0.15 eV, spacer 20 nm
kappa 12.9, mass 0.067 m_e, sheet density 2.00e+11 cm^-2
curvature K = 1.3333e-05 eV/nm^2
n0 = eps K/e^2 = 9.5053e+15 cm^-3 = 1.4085e-09 bohr^-3
ideal slab width w = 210.41 nm
bulk k_F = 0.06553 1/nm, E_F = 0.002442 eV
screening length = 11.05 nm, edge displacement d = 14.83 nm
w + 2d = 240.1 nm
Gaussian (sigma 70 nm) minus slab energy per electron: 0.001864 eV
  same from the two excess terms: 0.001864 eV
d from integrated Thomas-Fermi equation = 14.825 nm
subband: bottom above central potential (eV), population (cm^-2)
  1: 0.000109  6.546e+10
  2: 0.000403  5.724e+10
  3: 0.000867  4.426e+10
  4: 0.001482  2.703e+10
  5: 0.002233  6.006e+09
  6: 0.003127  0.000e+00
mu - V(0) = 0.002448 eV
central half of slab: mean n/n0 = 0.9995, rms ripple = 0.0088
density falls to n0/2 at |z| = 104.80 nm; w/2 = 105.20 nm
force balance: Pi(0)/n0 = 0.000991 eV, C - V(0) = 0.000991 eV
filling series: w (nm), subbands, mean n/n0, ripple, misfit to sharp slab
  210.4  5  0.9995  0.0088  0.0946
  420.8  9  1.0004  0.0026  0.0483
  841.6  18  1.0001  0.0007  0.0240
added subbands predicted by k_F (added width)/pi: 13.17
widest: C - V(0) = 0.000977 eV, 2E_F/5 = 0.000977 eV, mu - V(0) = 0.002441 eV
one tenth filling: 1 subband, w = 21.0 nm, peak n/n0 = 0.5959
neglected effects: mean n/n0, ripple in central half
  LDA exchange-correlation: 0.9982, 0.0178
  temperature 4.2 K: 0.9995, 0.0034
  slab-edge mass 0.0747 m_e: 0.9996, 0.0091
  position-dependent kappa: 0.9937, 0.0110
  barrier 0.25 eV beyond well: 0.9995, 0.0088
charge within 70.1 nm, varied/constant kappa: 0.9901; kappa ratio 0.9911
neutral density at slab edge with varied kappa: 0.9399 n0
band edge at donor sheet above Fermi level: 0.0839 eV
field in spacer: 0.0140 MV/cm
kT/E_F at 4.2 K: 0.148; at 77 K: 2.72
nonparabolicity scale E_F/gap (gap 1.5 eV): 0.00163
55:45 donors: slab shift -10.520 nm, predicted -10.520 nm (trial start -10.020 nm)
```
